# When Perpendicular Lamellae Beat Strained Parallel Lamellae Between Selective Walls

## Result

A melt of symmetric A–B diblock copolymers fills a gap $D$ between two identical, flat, rigid walls. The A/B interfacial tension is $\gamma$, the bulk lamellar period is $L_0$, and the wall tensions against A and B are $\gamma_A<\gamma_B$. With $d=D/L_0\ge\tfrac12$ and selectivity $\Delta=\gamma_B-\gamma_A$, perpendicular lamellae have a lower free energy than every parallel state with A at both walls when

$$\Delta<\Delta^*=\gamma\,\min_{n=1,2,\dots}\frac{(d-n)^2(d+2n)}{n^2}. \tag{1}$$

Here $n$ is the number of periods across the gap. Parallel states with A at one wall and B at the other do not beat the perpendicular state; they tie with it when $d$ is a half-integer.

This holds at leading order in strong segregation: thin interfaces, strongly stretched blocks and an incompressible melt. Interfaces are straight, and the lines where they meet the walls carry no energy of their own. All film energies below are per unit wall area.

## 1. One period in the gap

In a bulk lamellar phase of period $L$, each period contains two interfaces, so the interfacial energy per volume is $2\gamma/L$. Let stretching cost $KL^2$ per volume; section 4 derives this law and the value of $K$. Then

$$f(L)=\frac{2\gamma}{L}+KL^2,\qquad f'(L_0)=-\frac{2\gamma}{L_0^2}+2KL_0=0
\;\Rightarrow\; K=\frac{\gamma}{L_0^3}.$$

With $\lambda=L/L_0$,

$$f=\frac{\gamma}{L_0}\left(\lambda^2+\frac2\lambda\right),\qquad f(L_0)=\frac{3\gamma}{L_0}. \tag{2}$$

Now place one period parallel to the walls: half an A domain, a full B domain, half an A domain. Its period is forced to be $D$. Multiplying $f(D)$ by $D$ and adding two A-covered walls gives

$$F_\parallel=\gamma(d^3+2)+2\gamma_A .$$

In the perpendicular state each wall touches A over half its area and B over the other half. The wall energy is $2\times\frac12(\gamma_A+\gamma_B)$, whatever the period. The walls therefore exert no pull on the period, which stays at $L_0$:

$$F_\perp=3\gamma d+\gamma_A+\gamma_B. \tag{3}$$

Subtracting,

$$F_\parallel-F_\perp=\gamma(d^3-3d+2)-\Delta=\gamma(d-1)^2(d+2)-\Delta .$$

The perpendicular film pays $\Delta$ at the walls, and the parallel film pays for its strain.

**Limit.** At $d=1$ the parallel film is unstrained, and any positive selectivity favours it. Near $d=1$ the threshold is $3\gamma(d-1)^2$, quadratic because $L_0$ is a minimum of $f$.

## 2. Any number of periods

With $n$ periods, $L=D/n$ and $\lambda=d/n$. From (2),

$$F_\parallel^{(n)}=\gamma d\left(\frac{d^2}{n^2}+\frac{2n}{d}\right)+2\gamma_A
=\gamma\left(\frac{d^3}{n^2}+2n\right)+2\gamma_A .$$

Subtracting (3) leaves $\gamma S_n-\Delta$, where

$$S_n=\frac{d^3}{n^2}+2n-3d=\frac{d^3-3n^2d+2n^3}{n^2}=\frac{(d-n)^2(d+2n)}{n^2}. \tag{4}$$

The perpendicular film must beat every $n$, so $\Delta$ must lie below the smallest $\gamma S_n$. This is (1).

As a function of continuous $n$, $S_n$ has derivative $2-2d^3/n^3$ and positive second derivative, with its minimum at $n=d$. The best integer is therefore one of the two next to $d$, or $n=1$ if $d<1$. As $d$ grows from $n$ to $n+1$, $S_n$ rises and $S_{n+1}$ falls, because $dS_n/dd=3(d^2/n^2-1)$. The threshold peaks where they cross:

$$d^3\left[\frac1{n^2}-\frac1{(n+1)^2}\right]=2
\;\Rightarrow\; d^3=\frac{2n^2(n+1)^2}{2n+1}. \tag{5}$$

**Limit of thick films.** For $|d-n|\ll n$, (4) becomes $S_n\approx3(d-n)^2/n$. Neighbouring branches then cross near $d=n+\frac12$, and the peak tends to $3/(4d)$. A thick film spreads the misfit over many periods, so even its worst gap tolerates little selectivity.

| competing $n$ | $d$ at peak | $\Delta^*/\gamma$ | $3/(4d)$ |
|---|---|---|---|
| 1, 2 | 1.387 | 0.507 | 0.541 |
| 2, 3 | 2.433 | 0.301 | 0.308 |
| 3, 4 | 3.452 | 0.215 | 0.217 |
| 4, 5 | 4.463 | 0.167 | 0.168 |

The peaks lie slightly below half-integer $d$. At $d=n+\frac12$ and large $n$, (4) gives $S_n-S_{n+1}\approx1/n^2$. Three quarters of this difference arises because the stretched film has one period fewer to share the misfit. The rest arises because stretching a given film costs more than compressing it by the same amount.

## 3. Other arrangements

**Unequal layers.** Divide a parallel film into $m$ molecular sheets, each holding one interface with an A block on one side and a B block on the other. A sheet of thickness $h$ is half a period, so it costs

$$e(h)=\gamma+\frac K2(2h)^3=\gamma+\frac\gamma2\left(\frac{2h}{L_0}\right)^3 .$$

This is convex for $h>0$. At fixed total thickness and fixed $m$, equal sheets therefore minimize the sum, and uneven strain does not help.

**Unlike blocks at the two walls.** Even $m=2n$ gives the states already treated. The alternative with B at both walls has the same strain but costs $2\Delta$ more. Odd $m$ puts A at one wall and B at the other. Its wall energy is $\gamma_A+\gamma_B$, as in the perpendicular state, so

$$F_\parallel^{(m/2)}-F_\perp=\gamma S_{m/2}\ge0 .$$

Selectivity cancels from this difference. Equality requires $d=m/2$; at that gap the model cannot choose between this odd state and the perpendicular one.

**Mixed films.** A flat slab could cover a wall with A while perpendicular lamellae fill the rest. Per wall this saves $\frac12(\gamma_A+\gamma_B)-\gamma_A=\Delta/2$. But the slab's inner face consists of one block and meets the ends of alternating A and B domains. Half of that face touches the unlike block and costs $\gamma/2$. Any slab strain adds more, so with straight interfaces the excess is at least $(\gamma-\Delta)/2$ per covered wall, positive for $\Delta<\gamma$. Bending of the interfaces would lower this excess.

The threshold does lie in that range. Let $n$ be the integer nearest to $d$ and $\delta=d-n$, so $|\delta|\le\frac12$. For $d\ge\frac12$ we can take $n\ge1$, and

$$\frac{\Delta^*}{\gamma}\le S_n=\frac{3\delta^2}{n}+\frac{\delta^3}{n^2}\le\frac34+\frac18<1 .$$

This is a bound. The largest value found in a scan over $0.5\le d\le12$ is 0.625, at the thin end, where (4) gives $(0.5)^2(2.5)=0.625$.

## 4. Where the stretching law and tension come from

**One block.** Consider a block of $M$ segments with statistical length $b$. Let $z(s)$ be its height above the interface, with the free end at $s=0$ and the junction at $z(M)=0$. Strong stretching allows each chain to be treated as a smooth path with elastic energy

$$E=\frac{3kT}{2b^2}\int_0^M z'^2\,ds .$$

Set $q=\pi/(2M)$ and expand a non-negative integral:

$$0\le\int_0^M\big(z'+q\tan(qs)\,z\big)^2ds
=\int z'^2ds+\int q\tan(qs)\,(z^2)'ds+\int q^2\tan^2(qs)\,z^2ds .$$

Integrate the middle term by parts. The boundary term vanishes at $s=0$ because the tangent does. It vanishes at $s=M$ because $z^2$ goes to zero faster than the tangent diverges. What remains is $-\int q^2\sec^2(qs)\,z^2ds$, and $\tan^2-\sec^2=-1$. Hence

$$\int_0^M z'^2ds\ge\frac{\pi^2}{4M^2}\int_0^M z^2ds. \tag{6}$$

If the blocks fill a layer of height $H$ at uniform density, each contributes on average $M/H$ segments per unit height. The average of $\int z^2ds$ is then $(M/H)\int_0^Hz^2dz=MH^2/3$, however the chains are arranged. Therefore

$$\langle E\rangle\ge\frac{3kT}{2b^2}\,\frac{\pi^2}{4M^2}\,\frac{MH^2}{3}
=\frac{\pi^2}{8}\frac{kT\,H^2}{Mb^2}. \tag{7}$$

The bound is reached. Equality in (6) needs $z=x\cos(qs)$, where $x$ is the height of the free end. Such a path places $(2M/\pi)/\sqrt{x^2-z^2}$ segments per unit height at $z<x$. Take the normalized end density $x/(H\sqrt{H^2-x^2})$. The total at $z$ is

$$\frac{2M}{\pi H}\int_z^H\frac{x\,dx}{\sqrt{H^2-x^2}\sqrt{x^2-z^2}}
=\frac{2M}{\pi H}\int_0^{\pi/2}dt=\frac MH ,$$

using $x^2=z^2+(H^2-z^2)\sin^2t$. The filling is uniform, so (7) is the minimum energy. Direct quadrature over these paths gives the coefficient 1.233701, which is $\pi^2/8$.

**One chain.** A symmetric chain of $N$ segments has two blocks with $M=N/2$ and $H=L/4$. Its stretching energy is

$$2\cdot\frac{\pi^2}{8}\,\frac{kT(L/4)^2}{(N/2)b^2}=\frac{\pi^2kT\,L^2}{32Nb^2}.$$

Division by the chain volume $Nv$, with $v$ the segment volume, gives the assumed form $KL^2$:

$$K=\frac{\pi^2kT}{32N^2b^2v},\qquad L_0^3=\frac\gamma K=\frac{32\gamma N^2b^2v}{\pi^2kT}. \tag{8}$$

**The interface.** Let $\phi(z)$ be the local fraction of A and $\chi$ the interaction parameter. A long chain in a field $w$ (in units of $kT$) has a free energy per segment equal to the lowest value of $\int[(b^2/6)\psi'^2+w\psi^2]dz$, with density $\psi^2$. Removing the field energy leaves the conformational cost $(b^2/6)\psi'^2$. For A, $\psi=\sqrt\phi$ and $\psi'^2=\phi'^2/(4\phi)$; for B, replace $\phi$ by $1-\phi$. Adding both, and the contact energy,

$$\gamma=\frac{kT}{v}\min_\phi\int\left[\frac{b^2\phi'^2}{24\phi(1-\phi)}+\chi\phi(1-\phi)\right]dz .$$

Since $p^2+r^2\ge2pr$, the integrand is at least $2b\sqrt{\chi/24}\,|\phi'|$. Integrating $\phi$ from 0 to 1 gives

$$\gamma=\frac{kT}{v}\,b\sqrt{\frac\chi6}. \tag{9}$$

Equality requires $\phi'=(2/\xi)\phi(1-\phi)$ with $\xi=b/\sqrt{6\chi}$, that is, $\phi=\frac12[1+\tanh(z/\xi)]$.

**Limit.** Inserting (9) in (8) gives $L_0\propto bN^{2/3}\chi^{1/6}$, so $\xi/L_0\propto(\chi N)^{-2/3}$. The interface becomes thin compared with the period as $\chi N$ grows, as the model requires.

## 5. A 105 nm gap

Take rough values for a long PS-b-PMMA-like copolymer: $N=1000$, $b=0.70$ nm, $v=0.16$ nm³, $\chi=0.040$ and $T=463$ K. Then $kT=6.392$ zJ. Because 1 zJ/nm² is 1 mN/m,

$$\gamma=\frac{6.392}{0.16}(0.70)\sqrt{\frac{0.040}{6}}=2.28\ \text{mN/m},$$

and (8) gives $L_0=44.95$ nm. The gap has $d=105/44.95=2.336$. The two candidates with A at both walls cost

$$S_2=\frac{(0.336)^2(6.336)}{4}=0.179,\qquad
S_3=\frac{(0.664)^2(8.336)}{9}=0.408 .$$

Two stretched periods of 52.5 nm beat three compressed periods of 35.0 nm. The threshold is

$$\Delta^*=0.179\times2.283=0.41\ \text{mN/m}=0.064\,kT/\text{nm}^2 .$$

At $\Delta=0.2$ mN/m the $n=2$ film lies 0.21 mN/m above the perpendicular one; at 0.6 mN/m it lies 0.19 mN/m below. At the lower selectivity the nearest parallel rival is in fact the odd state $n=2.5$, only 0.072 mN/m above the perpendicular film. With $\Delta$ held at 0.2 mN/m, the perpendicular state beats the A-wetting states in a window of gaps from 100.6 to 121.3 nm. It contains the half-integer tie near 112 nm. Similar windows lie between other neighbouring integers, but they narrow as the gap grows. The last, near 381 nm, lies between 8 and 9 periods; for thicker gaps even the peak threshold is below 0.2 mN/m.

## 6. What the straight-interface model leaves out

**Bending at the walls.** An interface can shift by $u$ near a wall to widen the A footprint. At $L=L_0$ each block layer stores $\gamma/4$ of stretching energy per interface area. Hold the junction density fixed, so that this energy varies as height squared. With $x=4u/L_0$, the two layers cost

$$\frac\gamma4\left[(1+x)^2+(1-x)^2\right]=\frac\gamma2+\frac12ku^2,\qquad k=\frac{16\gamma}{L_0^2}.$$

For small slopes, minimize $\int_0^\infty\frac12(\gamma u'^2+ku^2)dz-\Delta u(0)$. The solution decays over $\sqrt{\gamma/k}=L_0/4$. Its energy is $\frac12\sqrt{\gamma k}\,u_0^2-\Delta u_0$, lowest at $u_0=\Delta L_0/(4\gamma)$, with gain $\Delta^2L_0/(8\gamma)$ per unit length of contact line. Two interfaces per period and two walls give $\Delta^2/(2\gamma)$ per film area. The threshold condition becomes $\Delta-\Delta^2/(2\gamma)=\Delta^*$. In the example it rises from 0.41 to 0.45 mN/m. This is an estimate: it ignores chain tilt and lets the total A volume grow slightly. Keeping that volume fixed, as incompressibility requires, cuts the gain by about a fifth and gives 0.44 mN/m.

**Junction entropy.** Confining the junctions to the interfaces adds about $kT\ln L$ per chain, apart from a constant. Taken alone, this term shortens the period to 39.1 nm. At the same $D/L$, which now means a gap of 91.3 nm, the threshold falls to 0.31 mN/m, 24% below the leading-order value. If the gap stays at 105 nm instead, $D/L$ becomes about 2.69 and the film sits elsewhere between commensurate gaps.

Other finite-length corrections partly offset this one. The self-consistent-field equations for bulk lamellae at $\chi N=40$ give a period of about 43.14 nm. The 105 nm gap then has $D/L\approx2.43$. Counting strain energy alone, with no bending at the walls and no line tension, the threshold is near 0.53 mN/m and the odd-state margin only about 0.01 mN/m. Two and three periods now cost almost the same, with three slightly lower, so the order found in section 5 reverses. The actual period is needed to locate a gap between commensurate values, but it does not by itself make the threshold accurate. With it, (1) gives 0.69 mN/m here instead of 0.53, both without bending. If the perpendicular lamellae are allowed to respond to an A-selective wall field about 1.5 nm wide, the self-consistent-field threshold rises to about 0.60 mN/m; this value depends somewhat on the range of the field. At this chain length (1) is a guide rather than a precise prediction.

**Contact lines.** A line tension $\tau$ where interfaces meet the walls adds $4\tau/L_0$ to $F_\perp$. The threshold would vanish at $\tau=\Delta^*L_0/4=4.6$ pN. The odd state would win with only 0.81 pN in the straight-interface model. The natural scale $\gamma\xi$ is 3.3 pN, so a positive $\tau$ of that size would overturn the preference over the odd state. The model does not fix the sign of $\tau$; a negative value would favour the perpendicular state.

**Small terms.** The strained $n=2$ film carries a stress of about 0.05 MPa. For a rough bulk modulus of 1000 MPa, the compression energy is $1.4\times10^{-4}$ mN/m, negligible here. Over a patch of area $L_0^2$, the threshold energy is 129 $kT$ and the odd-state margin is 23 $kT$. These are leading-order values. With the self-consistent-field strain energy above, the odd-state margin at 105 nm falls to about 3 $kT$ before any bending gain is added, so thermal energy can blur that comparison on a single patch. None of this says how fast a film reaches equilibrium.

**The real case.** The measured interfacial tension of PS against PMMA is roughly 1 mN/m, so the model's 2.28 mN/m is high. With $d$ held fixed, $\Delta^*\propto\gamma$, and a tension of 1 mN/m would lower the threshold to about 0.18 mN/m. A film thicker than $L_0$ with a free upper surface instead of a second rigid wall can split into islands and holes of thickness $nL_0$ and $(n+1)L_0$, both unstrained. If the two surfaces have equal selectivity and the island edges cost little, the threshold then falls towards zero. As a design rule, a gap well away from both integer and half-integer numbers of periods favours perpendicular order if both walls are rigid and alike, their selectivity is below the threshold for the actual period and tension, and contact-line energies are small. Walls that prefer opposite blocks fall outside this rule, because they lower the energy of the odd states. The numerical output below lists the leading-order values and most of the estimates in this section; the self-consistent-field values and the fixed-volume bending estimate are not among them.

## Computed results

```
segments per chain N = 1000
statistical segment length b = 0.70 nm
segment volume v = 0.16 nm^3
interaction parameter chi = 0.040; chi*N = 40
temperature = 463 K; kT = 6.392 zJ
stretching coefficient by quadrature = 1.233701
interfacial tension g, formula = 2.283 mN/m
interfacial tension g, grid = 2.283 mN/m
interface half-width xi = 1.43 nm; 2 xi/L0 = 0.064
bulk period L0 = 44.95 nm
bulk energy density 3g/L0 = 0.1524 MPa
bulk energy per chain = 3.81 kT
gap D = 105.0 nm; d = D/L0 = 2.3361
n = 2: period 52.50 nm, strain 0.1789 g = 0.4086 mN/m
n = 3: period 35.00 nm, strain 0.4083 g = 0.9323 mN/m
n = 2.5: strain 0.0315 g = 0.0720 mN/m
best A-wetting parallel state: n = 2
threshold selectivity = 0.1789 g = 0.4086 mN/m
threshold in other units = 0.0639 kT/nm^2
selectivity 0.2 mN/m: parallel - perp. = +0.2086 mN/m
selectivity 0.6 mN/m: parallel - perp. = -0.1914 mN/m
perpendicular window at 0.2 mN/m: 100.55 to 121.31 nm
peak 1/2: d = 1.3867, threshold/g = 0.5065, 3/(4d) = 0.5408
peak 2/3: d = 2.4329, threshold/g = 0.3014, 3/(4d) = 0.3083
peak 3/4: d = 3.4522, threshold/g = 0.2148, 3/(4d) = 0.2173
peak 4/5: d = 4.4629, threshold/g = 0.1669, 3/(4d) = 0.1681
largest threshold/g for d from 0.5 to 12 = 0.6250
bending: interface shift at wall = 2.01 nm
bending: energy gain at threshold = 0.0366 mN/m
bending: estimated threshold = 0.4536 mN/m
junction entropy: period = 39.09 nm
junction entropy: gap at same d = 91.33 nm
junction entropy: threshold = 0.3107 mN/m
line tension that removes threshold = 4.591 pN
line tension that favours n = 2.5: 0.809 pN
natural line-tension scale g*xi = 3.263 pN
strain stress in parallel film = 0.0516 MPa
bulk modulus, rough input = 1000 MPa
compressibility energy = 1.40e-04 mN/m
threshold energy per L0^2 patch = 129.1 kT
n = 2.5 strain per L0^2 patch = 22.8 kT
```
